# Localization length of a weakly disordered one-dimensional chain: test program

```python
"""
Result under test: a chain with hopping t and independent site energies uniform
on [-W/2, W/2] has, for weak disorder, the amplitude localization length
    xi = 24 (4 t^2 - E^2) / W^2   (in sites),
except near the band centre E = 0 and the band edges |E| = 2t.
Symbols: gamma = 1/xi growth rate per site; E = 2 t cos k; sigma^2 = W^2/12;
v = site energy/(t sin k); s = mean of v^2; theta = phase of the wave, with
psi_n = R sin(theta) and psi_(n-1) = R sin(theta - k).
Tests use t = 1. The example is a layered semiconductor, in meV and nm.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function

rng = np.random.default_rng(12345)


def xi_law(E, W, t=1.0):
    return 24 * (4 * t**2 - E**2) / W**2


def mean_v2(E, W):
    return W**2 / 12 / (1 - E**2 / 4)


def growth_by_recursion(E, W, chains=2000, steps=10000, burn=500):
    """Growth rate from the Schroedinger recursion itself (t = 1)."""
    old, new = rng.normal(size=(2, chains))
    total = np.zeros(chains)
    for n in range(1, steps + 1):
        site = W * (rng.random(chains) - 0.5)
        old, new = new, (E - site) * new - old
        if n % 50 == 0:
            norm = np.hypot(old, new)
            old, new = old / norm, new / norm
            if n > burn:
                total += np.log(norm)
    return total.mean() / (steps - burn)


def growth_by_phase_density(E, W, M=24, grid=256, nodes=40):
    """Growth rate from the stationary phase density of the full map (t = 1).
    Also returns the phase averages <exp(2 i m theta)>, m = 0, 1, 2."""
    k = np.arccos(E / 2)
    x, weight = np.polynomial.legendre.leggauss(nodes)
    weight = weight / 2
    v = (W / 2 * x / np.sin(k))[:, None]
    theta = np.pi * np.arange(grid) / grid
    w = np.exp(1j * theta) - v * np.sin(theta)
    turn = np.exp(2j * k) * w / np.conj(w)
    orders = np.arange(-M, M + 1)
    G = np.array([(np.fft.fft(weight @ turn**int(m)) / grid)[orders]
                  for m in orders])
    keep = orders != 0
    c = np.ones(2 * M + 1, dtype=complex)
    A = np.eye(2 * M) - G[np.ix_(keep, keep)]
    c[keep] = np.linalg.solve(A, G[keep, M])
    log_growth = (np.fft.fft(weight @ np.log(np.abs(w))) / grid)[orders]
    return float(np.real(log_growth @ c)), c[M:M + 3]


# --- the amplitude-phase map reproduces the recursion ---
E, W = 0.7, 1.0
k = np.arccos(E / 2)
a, b = 0.3, 0.8
z = (np.cos(k) * b - a) / np.sin(k) + 1j * b
for site in W * (rng.random(60) - 0.5):
    a, b = b, (E - site) * b - a
    z = np.exp(1j * k) * (z - site / np.sin(k) * z.imag)
assert abs(z.imag - b) < 1e-9 * abs(z)
assert abs((z * np.exp(-1j * k)).imag - a) < 1e-9 * abs(z)

# --- second-order growth at a given phase ---
vs, th = sp.symbols("v theta", real=True)
log_ratio = sp.log(1 - vs * sp.sin(2 * th) + vs**2 * sp.sin(th)**2) / 2
second = sp.lambdify(th, sp.diff(log_ratio, vs, 2).subs(vs, 0) / 2)
for angle in (0.2, 0.9, 1.7, 2.8):
    expected = 1 / 8 - np.cos(2 * angle) / 4 + np.cos(4 * angle) / 8
    assert abs(second(angle) - expected) < 1e-12

# --- the law against direct recursion and the phase density ---
print("Direct recursion, t = 1, W = 0.6 (lengths in sites)")
for E in (0.6, 1.0, 1.5):
    xi_direct = 1 / growth_by_recursion(E, 0.6)
    xi_density = 1 / growth_by_phase_density(E, 0.6)[0]
    assert abs(xi_direct / xi_law(E, 0.6) - 1) < 0.03
    assert abs(xi_direct / xi_density - 1) < 0.025
    print(f" E={E:.1f}: law {xi_law(E, 0.6):.1f}, recursion {xi_direct:.1f},"
          f" phase density {xi_density:.2f}")

# --- phase averages and the next-order term, including E = t ---
print("Next-order coefficient c in gamma = (s/8)(1 + c s), W = 0.1")
for E in (0.7, 1.0, 1.3):
    g, c = growth_by_phase_density(E, 0.1)
    s = mean_v2(E, 0.1)
    coefficient = (8 * g / s - 1) / s
    assert abs(coefficient - 0.15) < 0.01
    assert abs(c[1].real / s + 1 / 8) < 0.01
    assert abs(c[2].real / s - 1 / 8) < 0.01
    print(f" E={E:.1f}: c = {coefficient:.4f}; Re<e^2i.theta>/s ="
          f" {c[1].real / s:.4f}; Re<e^4i.theta>/s = {c[2].real / s:.4f}")

# --- eigenvectors of finite chains decay at the same rate ---
# The difference of two chain lengths removes the normalization offset.
def mean_end_logarithm(N, samples, W, low, high):
    values = []
    for _ in range(samples):
        energy, vec = eigh_tridiagonal(W * (rng.random(N) - 0.5),
                                       np.ones(N - 1))
        pick = (energy > low) & (energy < high)
        ends = np.maximum(np.abs(vec[[0, -1]][:, pick]), 1e-30)
        values.extend(-np.log(ends).sum(axis=0))
    return np.mean(values)


long_chain = mean_end_logarithm(500, 100, 1.5, 0.85, 1.15)
short_chain = mean_end_logarithm(150, 300, 1.5, 0.85, 1.15)
xi_vectors = 350 / (long_chain - short_chain)
# tolerance: sampling noise, finite energy window, ends and next-order term
assert abs(xi_vectors / xi_law(1.0, 1.5) - 1) < 0.12
print(f"Eigenvectors, t=1, W=1.5, E near 1: xi = {xi_vectors:.1f} sites,"
      f" law {xi_law(1.0, 1.5):.1f} sites")

# --- band centre ---
def density(angle):
    return 1 / np.sqrt(3 + np.cos(4 * angle))


cos4 = (quad(lambda q: np.cos(4 * q) * density(q), 0, np.pi)[0]
        / quad(density, 0, np.pi)[0])
centre_constant = (gamma_function(0.75) / gamma_function(0.25))**2
assert abs((1 + cos4) / 8 - centre_constant) < 1e-8
g0, c0 = growth_by_phase_density(0.0, 0.1)
assert abs(g0 / (0.1**2 / 12) / centre_constant - 1) < 0.003
assert abs(c0[2].real - cos4) < 0.003
print(f"Band centre: <cos 4theta> = {cos4:.5f};"
      f" gamma t^2/sigma^2 = {centre_constant:.5f}")
print(f" xi W^2/t^2 = {12 / centre_constant:.2f} (true),"
      f" {xi_law(0, 1):.0f} (law)")
print("Window at the centre: gamma divided by the law's gamma, W = 0.1, 0.2")
for multiple in (0, 1, 10):
    ratios = []
    for W in (0.1, 0.2):
        E = multiple * W**2 / 12
        ratios.append(growth_by_phase_density(E, W)[0] * xi_law(E, W))
    assert abs(ratios[0] - ratios[1]) < 0.006
    print(f" E = {multiple} sigma^2/t: {ratios[0]:.4f}, {ratios[1]:.4f}")
assert abs(ratios[0] - 1) < 0.01

# --- band edge: eight times the disorder gives four times the growth ---
edge_weak = growth_by_recursion(2.0, 0.1, steps=6000)
edge_strong = growth_by_recursion(2.0, 0.8, steps=6000)
assert abs(edge_strong / edge_weak / 8**(2 / 3) - 1) < 0.06
print(f"Band edge E=2t: xi = {1 / edge_weak:.2f} sites (W=0.1),"
      f" {1 / edge_strong:.2f} sites (W=0.8)")
print(f" ratio of growth rates {edge_strong / edge_weak:.3f},"
      f" power 2/3 gives {8**(2 / 3):.3f}")

# --- worked example: superlattice with random well bottoms ---
well, barrier, height = 5.0, 3.0, 250.0       # nm, nm, meV
mass, heavy_mass = 0.067, 0.09                # electron masses
spread, offset = 16.0, 10.0                   # meV, meV
mobility = 5000.0                             # cm^2/Vs, rough, 300 K
period = well + barrier
kinetic = (const.hbar**2 / (2 * mass * const.m_e)
           / const.e * 1e3 * 1e18)            # hbar^2/(2m), meV nm^2


def cell_cosine(energy, bottom, barrier_mass):
    kw = np.sqrt((energy - bottom) / kinetic)
    kb = np.sqrt((height - energy) / kinetic * barrier_mass / mass)
    r = kb * mass / (kw * barrier_mass)
    return (np.cos(kw * well) * np.cosh(kb * barrier)
            + 0.5 * (r - 1 / r) * np.sin(kw * well) * np.sinh(kb * barrier))


def miniband(bottom=0.0, barrier_mass=mass):
    """Centre, first and second hopping: E = E0 - 2 t cos q - 2 t2 cos 2q."""
    q = (np.arange(16) + 0.5) * np.pi / 16
    band = np.array([brentq(
        lambda e: cell_cosine(e, bottom, barrier_mass) - np.cos(x),
        bottom + 0.5, 160.0) for x in q])
    return (band.mean(), -(band * np.cos(q)).mean(),
            -(band * np.cos(2 * q)).mean())


centre, hop, hop2 = miniband()
up, down = miniband(1.0), miniband(-1.0)
site_response = (up[0] - down[0]) / 2
hop_response = (up[1] - down[1]) / 2
W_site = spread * site_response
xi_periods = xi_law(offset, W_site, hop)
xi_nm = xi_periods * period
xi_model = 1 / growth_by_phase_density(offset / hop, W_site / hop)[0]
assert abs(xi_model / xi_periods - 1) < 0.08


def layered_growth(energy, chains=2000, steps=6000, burn=500):
    """Growth rate per period in the continuous random layered potential."""
    kb = np.sqrt((height - energy) / kinetic)
    ch, sh = np.cosh(kb * barrier), np.sinh(kb * barrier)
    psi, slope = rng.normal(size=(2, chains))
    total = np.zeros(chains)
    for n in range(1, steps + 1):
        kw = np.sqrt((energy - spread * (rng.random(chains) - 0.5)) / kinetic)
        co, si = np.cos(kw * well), np.sin(kw * well)
        psi, slope = psi * co + slope * si / kw, slope * co - psi * kw * si
        psi, slope = psi * ch + slope * sh / kb, slope * ch + psi * kb * sh
        if n % 20 == 0:
            norm = np.hypot(psi, slope)
            psi, slope = psi / norm, slope / norm
            if n > burn:
                total += np.log(norm)
    # burn is a multiple of 20, so exactly steps - burn periods are counted
    return total.mean() / (steps - burn)


xi_layered = 1 / layered_growth(centre + offset)
# the chain is an approximation to the layers: only the size is required
assert 0.65 < xi_layered / xi_periods < 1.5
hop_heavy = miniband(0.0, heavy_mass)[1]

sin_k = np.sqrt(1 - (offset / (2 * hop))**2)
hbar_meV_ps = const.hbar / const.e * 1e15
speed = 2 * hop * period * sin_k / hbar_meV_ps          # nm/ps
needed_time = xi_nm / speed                             # ps
room_time = mobility * 1e-4 * mass * const.m_e / const.e * 1e12
tilt_field = hop / xi_nm * 10                           # kV/cm
kT = const.k / const.e * 1e3                            # meV per K

print("Example: random superlattice")
print(f" well {well:.0f} nm, barrier {barrier:.0f} nm, period {period:.0f} nm")
print(f" barrier height {height:.0f} meV, mass {mass} m_e")
print(f" well-bottom spread {spread:.0f} meV, energy above centre"
      f" {offset:.0f} meV")
print(f" miniband centre {centre:.2f} meV, hopping t = {hop:.3f} meV")
print(f" site response {site_response:.4f}, W = {W_site:.3f} meV,"
      f" W/t = {W_site / hop:.3f}")
print(f" v^2 average s = {mean_v2(offset / hop, W_site / hop):.4f}")
print(f" anomalous window at centre sigma^2/t = {W_site**2 / 12 / hop:.2f} meV")
print(f" xi from the law: {xi_periods:.2f} periods = {xi_nm:.0f} nm")
print(f" xi of the chain model without expansion: {xi_model:.2f} periods")
print(f" xi of the random layers: {xi_layered:.2f} periods ="
      f" {xi_layered * period:.0f} nm")
print(f" layers/law ratio {xi_layered / xi_periods:.3f}")
print("Neglected effects")
print(f" second hopping t2/t = {hop2 / hop:.4f}")
print(f" hopping change per site-energy change"
      f" {hop_response / site_response:.4f}")
print(f" t with barrier mass {heavy_mass} m_e: {hop_heavy:.3f} meV")
print(f" field tilting by t over xi: {tilt_field:.3f} kV/cm")
print(f" kT: {4 * kT:.3f} meV at 4 K, {300 * kT:.2f} meV at 300 K")
print(f" group speed {speed:.1f} nm/ps, coherence time needed"
      f" {needed_time:.2f} ps")
print(f" rough mobility {mobility:.0f} cm2/Vs gives {room_time:.3f} ps"
      f" and path {speed * room_time:.1f} nm at 300 K")
print("PASS")
```

Printed output:

```
Direct recursion, t = 1, W = 0.6 (lengths in sites)
 E=0.6: law 242.7, recursion 242.4, phase density 241.56
 E=1.0: law 200.0, recursion 199.9, phase density 198.82
 E=1.5: law 116.7, recursion 116.0, phase density 115.58
Next-order coefficient c in gamma = (s/8)(1 + c s), W = 0.1
 E=0.7: c = 0.1498; Re<e^2i.theta>/s = -0.1250; Re<e^4i.theta>/s = 0.1249
 E=1.0: c = 0.1499; Re<e^2i.theta>/s = -0.1250; Re<e^4i.theta>/s = 0.1251
 E=1.3: c = 0.1499; Re<e^2i.theta>/s = -0.1250; Re<e^4i.theta>/s = 0.1252
Eigenvectors, t=1, W=1.5, E near 1: xi = 30.1 sites, law 32.0 sites
Band centre: <cos 4theta> = -0.08611; gamma t^2/sigma^2 = 0.11424
 xi W^2/t^2 = 105.05 (true), 96 (law)
Window at the centre: gamma divided by the law's gamma, W = 0.1, 0.2
 E = 0 sigma^2/t: 0.9140, 0.9142
 E = 1 sigma^2/t: 0.9423, 0.9425
 E = 10 sigma^2/t: 0.9983, 0.9987
Band edge E=2t: xi = 36.93 sites (W=0.1), 9.26 sites (W=0.8)
 ratio of growth rates 3.988, power 2/3 gives 4.000
Example: random superlattice
 well 5 nm, barrier 3 nm, period 8 nm
 barrier height 250 meV, mass 0.067 m_e
 well-bottom spread 16 meV, energy above centre 10 meV
 miniband centre 83.74 meV, hopping t = 9.410 meV
 site response 0.8679, W = 13.887 meV, W/t = 1.476
 v^2 average s = 0.2529
 anomalous window at centre sigma^2/t = 1.71 meV
 xi from the law: 31.63 periods = 253 nm
 xi of the chain model without expansion: 30.62 periods
 xi of the random layers: 42.55 periods = 340 nm
 layers/law ratio 1.345
Neglected effects
 second hopping t2/t = -0.0972
 hopping change per site-energy change 0.0330
 t with barrier mass 0.09 m_e: 6.773 meV
 field tilting by t over xi: 0.372 kV/cm
 kT: 0.345 meV at 4 K, 25.85 meV at 300 K
 group speed 193.8 nm/ps, coherence time needed 1.31 ps
 rough mobility 5000 cm2/Vs gives 0.190 ps and path 36.9 nm at 300 K
PASS
```
